# Why relaxing nuclei in a static field can raise molecular polarizability

**Question.** A static polarizability can be found by applying a small uniform field and dividing the induced dipole by the field. If the geometry is reoptimized in each field, the result is often larger than with the nuclei clamped at their field-free positions. Why does it rise, and what decides by how much?

**Answer.**

### The force and the dipole share one derivative

The field pulls on the nuclei as well as on the electrons. If the nuclei can yield, they move, and their movement changes the dipole. What needs explaining is why this second contribution adds to the first.

Take a neutral molecule without a permanent dipole, at a minimum of its field-free energy and with its orientation held. A polar molecule free to turn would rotate into the field, which is a separate, orientational response. Let $F$ be the field component along a chosen direction, $\mu$ the dipole component along it, and $x_i$ the nuclear displacements from the field-free minimum. The electrons are in their ground state for each set of nuclear positions, with energy $E(x,F)$. The dipole is

$$\mu=-\frac{\partial E}{\partial F},$$

and the force along $x_i$ is $f_i=-\partial E/\partial x_i$. Differentiating the force with respect to the field and exchanging the order of differentiation gives

$$\frac{\partial f_i}{\partial F}=-\frac{\partial^2E}{\partial F\,\partial x_i}=\frac{\partial\mu}{\partial x_i}\equiv P_i .$$

The number that tells how strongly the field pushes a nucleus also tells how much the dipole changes when that nucleus moves. If $P_i$ is positive, the push is forward and forward motion raises the dipole. If it is negative, the push is backward and backward motion again raises the dipole. The derivative enters twice, so its sign drops out.

The direction of the change also follows without a harmonic model. Let $E_{\rm cl}(F)=E(0,F)$ be the clamped energy and $E_{\rm rel}(F)$ the energy at the nearby minimum in the field. The difference

$$g(F)=E_{\rm cl}(F)-E_{\rm rel}(F)$$

cannot be negative, because relaxation only lowers the energy, and it vanishes at $F=0$. Zero field is therefore a minimum of $g$, so $g''(0)\ge0$. With the convention $E=E_0-\tfrac12\alpha F^2$ for a nonpolar molecule, $E''(0)=-\alpha$, and hence

$$g''(0)=\alpha_{\rm rel}-\alpha_{\rm cl}\ge0 .$$

Equality is possible, so the accurate statement is that relaxation raises the polarizability or leaves it unchanged.

### From the force to the formula

For small displacements and fields,

$$E=E_0-\tfrac12\alpha_{\rm cl}F^2+\tfrac12\sum_{ij}K_{ij}x_ix_j-F\sum_iP_ix_i+R .$$

Here $K_{ij}$ are the field-free force constants. There is no term linear in $x$ alone, because the expansion starts at a minimum. The remainder $R$ holds terms such as $x^3$, $x^2F$ and $xF^2$. Since the displacements will turn out proportional to $F$, these are at least of order $F^3$ in energy and $F^2$ in the dipole. They do not affect the linear polarizability.

Let $m_i$ be the mass of the nucleus that carries $x_i$. Mass-weighted normal coordinates $Q_a$, defined by $x_i=\sum_aL_{ia}Q_a/\sqrt{m_i}$ with orthogonal $L$, turn the quadratic form into a sum of squares:

$$E=E_0-\tfrac12\alpha_{\rm cl}F^2+\sum_a\left(\tfrac12\omega_a^2Q_a^2-Fp_aQ_a\right),
\qquad p_a=\sum_i\frac{P_iL_{ia}}{\sqrt{m_i}} .$$

In these coordinates $\omega_a^2$ is the force constant of mode $a$. Translations and rotations are omitted: they cost no energy, and for a neutral, nonpolar molecule they do not change the dipole to first order.

Each vibration can now be minimized separately:

$$\omega_a^2Q_a-Fp_a=0\quad\Rightarrow\quad Q_a=\frac{p_aF}{\omega_a^2}.$$

The dipole, from $-\partial E/\partial F$, is $\alpha_{\rm cl}F+\sum_ap_aQ_a$. Inserting $Q_a$ and dividing by $F$ gives

$$\boxed{\alpha_{\rm rel}=\alpha_{\rm cl}+\sum_a\frac{p_a^2}{\omega_a^2}} .$$

One factor $p_a$ comes from the force, the other from the dipole produced by the motion, and the force constant says how far the mode yields. At a true minimum every $\omega_a^2$ is positive, so no term is negative. At a saddle point one $\omega_a^2$ is negative and the argument fails. For a very soft mode the displacement may leave the harmonic region even in a modest field.

The energy account has a factor of one half. In each mode the coupling to the field gives $-Fp_aQ_a=-p_a^2F^2/\omega_a^2$, while the springs cost $\tfrac12\omega_a^2Q_a^2=\tfrac12p_a^2F^2/\omega_a^2$. The net lowering is $\tfrac12\Delta\alpha F^2$, with $\Delta\alpha=\alpha_{\rm rel}-\alpha_{\rm cl}$, and it equals the elastic cost.

### Does quantum motion of the nuclei spoil this?

Within the harmonic model with a linear dipole it does not. Completing the square gives

$$\tfrac12\omega_a^2Q_a^2-Fp_aQ_a=\tfrac12\omega_a^2\left(Q_a-\frac{p_aF}{\omega_a^2}\right)^2-\frac{p_a^2F^2}{2\omega_a^2}.$$

The field moves the centre of the oscillator and lowers all its levels equally. Thermal populations stay the same, and every level acquires the same mean displacement. The static response is thus $p_a^2/\omega_a^2$ at any temperature. Anharmonicity and the averaging of $\alpha_{\rm cl}$ over zero-point motion are further corrections.

### Acetylene: one molecule, two very different answers

Acetylene, H–C–C–H, shows what controls the size. The values below are from restricted Hartree–Fock (RHF) theory with the aug-cc-pVDZ basis on carbon and cc-pVDZ on hydrogen. The field is $5.00$ MV/cm, or $F=9.723\times10^{-4}$ atomic units (a.u.).

Inversion through the molecular centre reverses the dipole. A displacement pattern that inversion leaves unchanged therefore cannot alter the dipole to first order. For a given direction, the patterns that change sign have equal displacements of the two hydrogens and equal displacements of the two carbons. Apart from translation, one such coordinate remains: the shift $s$ of the hydrogen pair relative to the carbon pair. Across the axis it is the cis bend; along the axis it is the antisymmetric C–H stretch. Hence

$$E=E_0-\tfrac12\alpha_{\rm cl}F^2+\tfrac12ks^2-FZs,\qquad
s=\frac{ZF}{k},\qquad \Delta\alpha=\frac{Z^2}{k},$$

with $Z=\partial\mu/\partial s$ and $k=\partial^2E/\partial s^2$, both at zero field. No mass appears.

Across the axis, $Z=0.4739\,e$ and $k=0.05015$ hartree/bohr², so

$$\Delta\alpha_\perp=\frac{0.4739^2}{0.05015}=4.48\ \text{a.u.}$$

Along the axis, $Z=0.4440\,e$ and $k=0.8940$ hartree/bohr², so

$$\Delta\alpha_\parallel=\frac{0.4440^2}{0.8940}=0.221\ \text{a.u.}$$

These predictions use field-free dipoles and forces. Reoptimizing all the nuclei in the field gives rises of $4.479$ and $0.221$ a.u., in agreement. The perpendicular polarizability goes from $18.23$ to $22.70$ a.u., a rise of $24.6\%$ over its clamped value. The parallel one goes from $31.07$ to $31.29$ a.u., a rise of $0.71\%$.

The two dipole derivatives are similar; their squares differ by a factor of $1.14$. The force constants differ by a factor of $17.8$. The product, about $20$, is the ratio of the two rises, so most of the contrast comes from stiffness. A sideways shift leaves the C–H length unchanged to first order, whereas an axial shift stretches one C–H bond and compresses the other.

Softness alone is not enough. The softest vibration, at $752$ cm⁻¹, is the trans bend. It is unchanged by inversion and contributes nothing, while the cis bend at $844$ cm⁻¹ supplies the whole perpendicular rise. A homonuclear diatomic is the limiting case: its one vibration is unchanged by inversion, so its nuclear term vanishes.

The movement is small. Across the axis,

$$s=\frac{0.4739\times9.723\times10^{-4}}{0.05015}=0.00919\ \text{bohr}=0.486\ \text{pm}.$$

The net energy lowering and the elastic cost are both $0.0576$ meV, as the energy account requires.

Replacing hydrogen by deuterium lowers the cis-bend frequency from $844$ to $620$ cm⁻¹ but leaves the contribution at $4.479$ a.u. If $m_r$ is the reduced mass for $s$, then $p^2=Z^2/m_r$ and $\omega^2=k/m_r$, and the mass cancels in their ratio.

### Where the linear result needs care

At finite field, the force on a clamped nucleus is

$$f_i=P_iF+\tfrac12\frac{\partial\alpha_{\rm cl}}{\partial x_i}F^2+\cdots .$$

For a hydrogen moved outward along the axis, the polarizability slope is $7.26$ a.u. from the quadratic force and $7.27$ a.u. from displacing the atom. Moving both hydrogens by $s$ changes the dipole by $2P_{\rm H}s$, so $P_{\rm H}=Z/2=0.222\,e$. Divided by $F$, the quadratic force is $\tfrac12(7.26)(9.723\times10^{-4})=0.0035$ a.u., or $1.6\%$ of the linear part. A force measured at one field sign therefore does not give $P_i$ cleanly; opposite fields separate the two parts. The quadratic force produces a displacement of order $F^2$, which changes the induced dipole of this centrosymmetric molecule at order $F^3$.

"Static" is also a condition. For a field $F\cos\omega t$, an undamped mode obeys $\ddot Q_a+\omega_a^2Q_a=p_aF\cos\omega t$. Trying $Q_a\propto\cos\omega t$ gives the contribution $p_a^2/(\omega_a^2-\omega^2)$. Well below the vibration this is the static term; well above it, the nuclei cannot follow and the term becomes small.

The electronic-structure level matters more than the last printed digits. At the same geometry, a larger basis (aug-cc-pVTZ without f functions on carbon, cc-pVTZ without d functions on hydrogen) changes the perpendicular clamped value by $+0.81$ a.u. and its nuclear term by $-0.10$ a.u. With full aug-cc-pVTZ on carbon and aug-cc-pVDZ on hydrogen, the changes are $+0.85$ and $-0.22$ a.u. The perpendicular rise is then $23\%$ and $22\%$ of the clamped value, respectively. This geometry is not a minimum in the larger sets, so the formula's starting assumption is not met exactly and $k$ depends on the path of the bend. These values keep the C–H lengths fixed, which keeps the residual force along the bonds out of $k$. Moving the hydrogens along straight lines lengthens the bonds at order $s^2$, and in the last basis it gives a nuclear term of about $3.8$ a.u. instead of $4.26$ a.u.

Second-order Møller–Plesset (MP2) theory in the original basis, still at the RHF geometry, gives a perpendicular clamped value of $17.86$ a.u. and a nuclear term of $4.53$ a.u., a rise of $25\%$. This again holds the C–H lengths fixed; since the geometry is not an MP2 minimum, a straight-line shift gives about $6.0$ a.u. instead. It lowers the parallel nuclear term from $0.220$ to $0.187$ a.u. The geometry matters as well: with C–C and C–H lengths of $123.0$ and $107.6$ pm, close to the MP2 minimum, the MP2 nuclear terms become about $5.0$ a.u. across the axis and $0.22$ a.u. along it.

If the C–H lengths are held fixed, the zero-point cis bend in the field plane shifts the clamped perpendicular value by $+0.016$ a.u. Moving the hydrogens along straight lines instead gives $+0.039$ a.u., because the bonds then lengthen slightly. Neither number stands for full vibrational averaging, which is much larger. To lowest order, including all the vibrations and the anharmonic change in mean bond lengths, the RHF zero-point shift of the clamped polarizability is about $+0.3$ a.u. across the axis and $+0.9$ a.u. along it.

### What this means beside a low-k film

For randomly oriented molecules the relevant quantity is $(2\alpha_\perp+\alpha_\parallel)/3$. It rises from $22.5$ to $25.6$ a.u., or from $3.33$ to $3.79$ Å³, which is $13.6\%$. With aug-cc-pVTZ on carbon and aug-cc-pVDZ on hydrogen the rise is $12.6\%$ at the unchanged geometry with the C–H lengths held fixed in the bend ($11.3\%$ for a straight-line shift), so the basis matters at the level of one to two percentage points. Random orientation is a fair assumption for free molecules at 300 K, because the clamped alignment energy is $0.165$ meV against a thermal energy of $25.9$ meV.

Acetylene is not a model of an actual low-k film. The chosen field is also high: one volt across 20 nm is $0.5$ MV/cm, while several MV/cm is roughly the range of breakdown studies. The linear polarizability does not depend on this choice, but the displacement does. A film also breaks the isolated-molecule assumption. For isotropic surroundings with relative permittivity $3$, a rough low-k value, the Lorentz estimate makes the field acting on a molecule $(3+2)/3\approx1.7$ times the average field inside the film, which is the voltage divided by the thickness. The displacement grows by the same factor. Polar groups, soft torsions and bonding to a network change $Z$ and $k$ themselves, so the $13.6\%$ cannot be carried over to a film.

## Computed values

```
C2H2, RHF; aug-cc-pVDZ on C, cc-pVDZ on H
C-C, C-H lengths: 119.29, 106.35 pm
Field: 5.00 MV/cm = 9.723452e-04 a.u.
Perpendicular: clamped alpha = 18.2254 a.u.
  relaxed alpha = 22.7045 a.u.
  rise by reoptimization = 4.4791 a.u.
  rise by mode sum = 4.4788 a.u.
  rise / clamped = 24.58 %
  Z = 0.4739 e; k = 0.05015 hartree/bohr^2
  H-pair shift against C pair = 0.4863 pm
  net energy lowering = 0.057624 meV
  elastic energy cost = 0.057609 meV
  mode 752.0 cm^-1: adds 0.00000 a.u.
  mode 844.2 cm^-1: adds 4.47879 a.u.
  mode sum with D masses = 4.4788 a.u.
Parallel: clamped alpha = 31.0661 a.u.
  relaxed alpha = 31.2868 a.u.
  rise by reoptimization = 0.2208 a.u.
  rise by mode sum = 0.2205 a.u.
  rise / clamped = 0.71 %
  Z = 0.4440 e; k = 0.89397 hartree/bohr^2
  H-pair shift against C pair = 0.0256 pm
  net energy lowering = 0.002838 meV
  elastic energy cost = 0.002838 meV
  mode 2210.8 cm^-1: adds 0.00000 a.u.
  mode 3564.3 cm^-1: adds 0.22051 a.u.
  mode 3676.0 cm^-1: adds 0.00000 a.u.
  mode sum with D masses = 0.2205 a.u.
Parallel alpha slope per outward H shift, from forces: 7.26 a.u.
Same slope, from moving H: 7.27 a.u.
Cis bend with D masses: 619.9 cm^-1
Quantum bend response, 0 K: 4.47879 a.u.
Quantum bend response, 300 K: 4.47879 a.u.
Average clamped alpha: 22.5056 a.u. = 3.3350 angstrom^3
Average relaxed alpha: 25.5653 a.u. = 3.7884 angstrom^3
Average rise: 13.60 %
Energy-only checks at the same RHF geometry (clamped; nuclear):
  RHF base, perp: 18.2272; 4.4798 a.u.
  RHF base, parallel: 31.0671; 0.2203 a.u.
  RHF larger basis, perp: 19.0406; 4.3758 a.u.
  RHF larger basis, parallel: 31.0629; 0.2276 a.u.
  MP2 base, perp: 17.8635; 4.5285 a.u.
  MP2 base, parallel: 30.1944; 0.1868 a.u.
Basis shift, perp (clamped; nuclear): +0.8134; -0.1040 a.u.
Basis shift, parallel (clamped; nuclear): -0.0043; +0.0072 a.u.
Zero-point in-plane cis-bend shift of clamped perp alpha: +0.0162 a.u.
Alignment energy: 0.16518 meV
Thermal energy at 300 K: 25.852 meV
```
